# A good fit to imaginary-time data does not establish the spectrum

A simulation of interacting electrons at finite temperature often delivers a correlation function in imaginary time, with a statistical error bar on each value. The physical question is usually about real energies: if an electron is added to the system, does it enter at one energy or at two? The answer lies in the spectral function $A(\omega)$, which must be inferred from the imaginary-time data. Suppose that a positive, correctly normalized spectrum has been found, and that it reproduces every data point within its error bar. It shows a single peak. May we conclude that the system has a single peak?

The belief that we may has a sound part. A spectrum that misses the data by many error bars is rejected, so agreement is necessary. The belief is also tempting because positivity and normalization look like strong restrictions, and because perfect data would indeed determine the spectrum, as shown below. But agreement within error bars is a statement about the data. It becomes a statement about the spectrum only if different spectra produce measurably different data. Two explicit spectra show how badly this can fail.

## From the spectrum to the data

Set $\hbar=1$ and measure energies from the chemical potential, so that $H$ includes the term $-\mu N$. Let $c^\dagger$ add an electron to a normalized orbital, and let $\beta=1/(k_BT)$. For $0<\tau<\beta$ define
$$G(\tau)=-\langle c(\tau)c^\dagger\rangle,\qquad c(\tau)=e^{\tau H}c\,e^{-\tau H}.$$
Inserting the eigenstates of $H$, with energies $E_m$ and partition function $Z$, gives
$$G(\tau)=-\frac1Z\sum_{mn}e^{-\beta E_m}e^{-\tau(E_n-E_m)}|\langle n|c^\dagger|m\rangle|^2 .$$
The spectral function is
$$A(\omega)=\frac1Z\sum_{mn}\left(e^{-\beta E_m}+e^{-\beta E_n}\right)|\langle n|c^\dagger|m\rangle|^2\,\delta(\omega-E_n+E_m).$$
It is not negative, and its area is $\langle cc^\dagger+c^\dagger c\rangle=1$. Where the delta function acts, $E_n=E_m+\omega$, so the bracket equals $e^{-\beta E_m}(1+e^{-\beta\omega})$. Dividing by the last factor recovers the weights in $G$:
$$G(\tau)=-\int_{-\infty}^{\infty}A(\omega)K(\tau,\omega)\,d\omega,\qquad K(\tau,\omega)=\frac{e^{-\tau\omega}}{1+e^{-\beta\omega}} .$$
The values at $\tau=0$ and $\tau=\beta$ are taken as limits from inside the interval. Since $A$ has unit area, $G$ is dimensionless.

With perfect data on the whole interval, two different spectra could not share the same $G$. Let $\Delta A$ be their difference and suppose that $\int\Delta A\,K\,d\omega=0$ for $0<\tau<\beta$. This integral is an analytic function of complex $\tau$ in the strip $0<\mathrm{Re}\,\tau<\beta$, because $|K|\le1$ there. A function analytic in the strip that vanishes on a real interval vanishes throughout the strip. On the line $\tau=\beta/2+i\nu$ the integral is the Fourier transform of $\Delta A(\omega)/[2\cosh(\beta\omega/2)]$. It is zero for all $\nu$, hence $\Delta A=0$. Uniqueness for perfect data, however, does not say how large a change of spectrum a small error permits.

## Two spectra that disagree about the physics

Let the two-peak spectrum $A_2$ consist of two Gaussians of width $s$, centred at $\omega_0-d$ and $\omega_0+d$, each with weight $1/2$. Let the one-peak spectrum $A_1$ be a single Gaussian centred at $\omega_0$ with variance
$$\sigma^2=s^2+d^2 .$$
Both are positive and have unit area.

Two Gaussians do not necessarily make two visible peaks. With $x=\omega-\omega_0$, adding them gives
$$A_2=\frac{1}{s\sqrt{2\pi}}\,e^{-(x^2+d^2)/(2s^2)}\cosh\frac{xd}{s^2}.$$
Its derivative has the sign of $d\tanh(xd/s^2)-x$. For $x>0$ the first term is concave, starts from zero with slope $d^2/s^2$, and stays below $d$. If $d>s$, it starts above the line $x$ and crosses it once, so $A_2$ rises and then falls: there is one maximum on each side and a minimum at the centre. If $d\le s$, it lies below the line for all $x>0$, and the centre is the single maximum.

Take the round model values $\omega_0=2$ eV, $d=0.2$ eV and $s=0.08$ eV. Then $d>s$, and
$$\sigma=\sqrt{0.08^2+0.2^2}\ \text{eV}=0.215\ \text{eV}.$$
At the centre, $A_1=1/(\sigma\sqrt{2\pi})=1.85$ eV$^{-1}$, whereas $A_2=e^{-d^2/(2s^2)}/(s\sqrt{2\pi})=0.22$ eV$^{-1}$. The maxima of $A_2$ reach about 2.49 eV$^{-1}$. Within 0.1 eV of the centre, $A_1$ has 36% of its weight and $A_2$ has 11%. One spectrum has its peak where the other has a deep dip.

What they share is their low moments. The means agree, the third central moments vanish by symmetry, and the variances agree by construction. The first disagreement is in the fourth central moment. For $A_1$ it is
$$3\sigma^4=3s^4+6s^2d^2+3d^4 .$$
For $A_2$, write $x=\pm d+y$, where $y$ has variance $s^2$ and fourth moment $3s^4$. Odd powers of $y$ average to zero, leaving $d^4+6d^2s^2+3s^4$. The difference is $2d^4=0.0032$ eV$^4$.

## How different are the data?

Start with the low-temperature kernel $e^{-\tau\omega}$, which is appropriate when the spectral weight lies at positive energies large compared with $k_BT$. The error of this replacement is bounded in the next section. For a Gaussian of mean $m$ and variance $v$, put $\omega=m+y$ and complete the square:
$$-\frac{y^2}{2v}-\tau y=-\frac{(y+v\tau)^2}{2v}+\frac{v\tau^2}{2}.$$
The shifted Gaussian still has unit area, so the average of $e^{-\tau\omega}$ is $e^{-\tau m+v\tau^2/2}$. For the two spectra the averages are
$$I_1=e^{-\tau\omega_0+\tau^2(s^2+d^2)/2},\qquad I_2=e^{-\tau\omega_0+\tau^2s^2/2}\cosh(\tau d).$$
The minus sign in $G$ turns $G_2-G_1$ into $I_1-I_2$. In this approximation the difference is therefore
$$\Delta G_0=e^{-\tau\omega_0+\tau^2s^2/2}\left[e^{\tau^2d^2/2}-\cosh(\tau d)\right].$$

To bound the bracket, let $y=\tau d$ and compare the series
$$e^{y^2/2}=\sum_{n\ge0}\frac{y^{2n}}{2^n n!},\qquad \cosh y=\sum_{n\ge0}\frac{y^{2n}}{(2n)!}.$$
Since $(2n)!=2^n n!\,[1\cdot3\cdots(2n-1)]$, no coefficient of the difference is negative. The terms $n=0$ and $n=1$ cancel, and $n=2$ gives $1/8-1/24=1/12$. For $n=m+2$ with $m\ge1$, the coefficient is at most
$$\frac{1}{2^{m+2}(m+2)!}=\frac{1}{2^m m!}\,\frac{1}{4(m+1)(m+2)}\le\frac{1}{12}\,\frac{1}{2^m m!}.$$
Summing over $m$, with the $n=2$ term as $m=0$, yields
$$0\le e^{y^2/2}-\cosh y\le\frac{y^4}{12}e^{y^2/2},$$
and hence
$$0\le\Delta G_0\le B(\tau)=\frac{d^4\tau^4}{12}\,e^{-\tau\omega_0+\tau^2\sigma^2/2}.$$

The factor $\tau^4$ suppresses the difference at short times, where $G$ senses mainly the low moments. The exponential suppresses it at longer times, up to about 41 eV$^{-1}$ for our values. Beyond that $B$ grows again, because the kernel $e^{-\tau\omega}$ overweights the negative-energy tail of the Gaussian; late times are treated separately in the next section. Setting the derivative of $\ln B$ to zero gives
$$\frac4\tau-\omega_0+\sigma^2\tau=0,\qquad \tau_*=\frac{\omega_0-\sqrt{\omega_0^2-16\sigma^2}}{2\sigma^2},$$
which is real because $\omega_0>4\sigma$ here. The smaller root is the maximum, at $\tau_*=2.10$ eV$^{-1}$. The other root lies near 41 eV$^{-1}$, so $B(\tau_*)$ is the largest value of $B$ for $0\le\tau\le20$ eV$^{-1}$. Numerically,
$$B(\tau_*)=\frac{(0.2\times2.1026)^4}{12}\,e^{-4.205+0.103}=4.31\times10^{-5}.$$

## The thermal kernel and the remaining times

The Gaussian tails extend to negative energies, where $e^{-\tau\omega}$ grows, so the replacement of the kernel needs a check. Let $t=20$ eV$^{-1}$ and consider any $\beta\ge t$.

The part dropped from the kernel is
$$e^{-\tau\omega}-K=e^{-\tau\omega}f(\omega),\qquad f(\omega)=\frac{1}{e^{\beta\omega}+1}.$$
For $\omega\ge0$, $f\le e^{-\beta\omega}\le e^{-t\omega}$. For $\omega<0$, $f\le1\le e^{-t\omega}$. The dropped part is thus at most $e^{-(\tau+t)\omega}$. Averaged over $A_1$, this gives $e^{g(\tau+t)}$ with
$$g(u)=-u\omega_0+\tfrac12u^2\sigma^2 .$$
The average over $A_2$ is no larger, because $\cosh y\le e^{y^2/2}$. For $0\le\tau\le t$, the argument $u=\tau+t$ runs from $t$ to $2t$. The function $g$ is convex, so its maximum on that interval is at an end. The values are $g(20)=-30.7$ and $g(40)=-42.9$, with arguments in eV$^{-1}$. Each dropped contribution is therefore at most
$$\varepsilon=e^{g(t)}=4.6\times10^{-14},$$
and the true difference $\Delta G=G_2-G_1$ departs from $\Delta G_0$ by at most $2\varepsilon$.

For later times, $t\le\tau\le\beta$, we can bound each Green's function itself. If $\omega\ge0$, then $K\le e^{-\tau\omega}\le e^{-t\omega}$. If $\omega<0$, multiplying numerator and denominator by $e^{\beta\omega}$ gives
$$K=\frac{e^{(\beta-\tau)\omega}}{e^{\beta\omega}+1}\le1\le e^{-t\omega}.$$
Both $|G_1|$ and $|G_2|$ are then at most $\varepsilon$. They have the same sign, so their difference is also at most $\varepsilon$.

Thus $|\Delta G|<10^{-4}$ at every imaginary time, for every $\beta\ge20$ eV$^{-1}$, that is, for temperatures up to about 580 K. Direct integration with the full thermal kernel at $\beta=40$ eV$^{-1}$ (290 K) gives a largest difference of $4.11\times10^{-5}$, close to the bound. Some values are:

| $\tau$ (eV$^{-1}$) | $G_1$ | $G_2$ | $G_2-G_1$ |
|---:|---:|---:|---:|
| 1 | −0.13851 | −0.13849 | $1.83\times10^{-5}$ |
| 2 | −0.02010 | −0.02006 | $4.11\times10^{-5}$ |
| 4 | −0.00049 | −0.00047 | $1.40\times10^{-5}$ |

The numerical check tests the closed form and these bounds against integrals of the definition.

The size of the difference relative to the signal tells another part of the story. At low temperature, and for $\tau$ of a few eV$^{-1}$,
$$\frac{I_1-I_2}{I_1}=1-\cosh(\tau d)\,e^{-\tau^2d^2/2}.$$
This is about 0.2% near $\tau=2$ eV$^{-1}$ and 3% at $\tau=4$ eV$^{-1}$. The spectra become easier to distinguish in relative terms just where the signal becomes small. A constant absolute error of $10^{-4}$ hides that information. Data with a constant relative error would be a different case.

## Why cooling does not rescue the inference

The hidden splitting, $2d=0.4$ eV, is 16 times the thermal energy $1/\beta=0.025$ eV at 290 K. It is not hidden by thermal broadening. The expression $\Delta G_0$, which describes the difference for $\tau\le20$ eV$^{-1}$ to within $2\varepsilon$, does not contain $\beta$ at all. Cooling extends the available interval of $\tau$, but the added times carry an exponentially small signal. The program finds the same maximum, $4.11\times10^{-5}$, at 580, 290 and 73 K. This conclusion relies on spectral weight well away from the chemical potential, tails included, so $\omega_0$ must be large compared with $\sigma$ as well as with $k_BT$. It does not cover structures at $|\omega|$ comparable with $k_BT$.

What controls the difference is the distance from the chemical potential. When $\sigma\ll\omega_0$, the maximum occurs near $\tau=4/\omega_0$, and the Gaussian correction in the exponent is small. To leading order,
$$\max_\tau\Delta G\approx\frac{d^4}{12}\left(\frac4{\omega_0}\right)^4e^{-4}
=\frac{1}{12}\left(\frac4e\right)^4\left(\frac d{\omega_0}\right)^4
\approx0.39\left(\frac d{\omega_0}\right)^4 .$$
For the example this estimate is $3.9\times10^{-5}$, about 5% below the computed maximum. Moving the same pair of spectra from 2 to 4 eV should reduce the difference by a factor near $2^4=16$; the computed factor is 16.6. Equivalently, at a fixed absolute error, the splitting that can hide behind this one-peak partner grows in proportion to $\omega_0$.

There is a limit to the ambiguity. If $d$ is doubled to 0.4 eV while $\omega_0$ and $s$ are kept, the largest difference from the variance-matched Gaussian becomes $7.5\times10^{-4}$. Data with errors of $10^{-4}$ can then speak against that Gaussian. They do not thereby exclude every other one-peak shape, which would need a separate search.

## What the error bars can decide

A difference below the error bar at each point is not by itself enough to make two spectra indistinguishable, because many independent points can add up. Suppose that $A_2$ is the truth and that the data are
$$y_i=G_2(\tau_i)+\eta\xi_i,$$
where the $\xi_i$ are independent Gaussian variables of mean zero and variance one. Let $\delta_i=\Delta G(\tau_i)/\eta$. The sums of squared misfits, in units of the error, are
$$\chi_2^2=\sum_i\xi_i^2,\qquad \chi_1^2=\sum_i(\xi_i+\delta_i)^2 .$$
Subtracting them leaves
$$\chi_1^2-\chi_2^2=D^2+2\sum_i\delta_i\xi_i,\qquad D^2=\sum_i\delta_i^2 .$$
This is a Gaussian variable with mean $D^2$ and standard deviation $2D$. The wrong spectrum has the smaller misfit when the variable is negative, which happens with probability $\Phi(-D/2)$, where $\Phi$ is the cumulative normal distribution.

For 81 times spaced by 0.5 eV$^{-1}$ and $\eta=10^{-4}$, the result is $D=0.80$. On average, then, the wrong spectrum raises $\chi^2$ by $D^2=0.63$. The natural scatter of $\chi_2^2$ is far larger: each $\xi_i^2$ has variance 2, so the standard deviation is $\sqrt{2\times81}\approx13$. A goodness-of-fit test has almost no chance of noticing the error. In the first simulated data set, the false one-peak spectrum has $\chi^2=74.6$ and the true two-peak spectrum has $\chi^2=75.5$. The false spectrum fits better.

Over many data sets, choosing the smaller $\chi^2$ is wrong in 34.5% of cases according to the formula, and in 34.3% of 20,000 simulated cases. Guessing would be wrong in 50%. These 81 points therefore contain a little information about the choice, but far too little to establish the number of peaks. The verdict depends on the sampling as well as on the error bar: for independent errors $D^2$ grows in inverse proportion to the spacing, so a spacing 20 times finer gives $D=0.80\sqrt{20}\approx3.6$ and about 4% wrong choices.

To reduce the wrong choices to 1%, the error bar must fall to $1.7\times10^{-5}$, a factor of 5.8. If errors decrease as the inverse square root of the number of independent samples, this takes about 34 times as many samples. Even that figure describes a choice between two fully specified candidates. Finding an unknown spectrum is harder, because the competitors are not listed in advance. If the errors at different times are correlated, the sum defining $D^2$ must be replaced by one that uses the inverse covariance matrix.

Nor are these two spectra isolated alternatives. For any $p$ between 0 and 1, the mixture $pA_1+(1-p)A_2$ is positive and normalized. Since $G$ is linear in $A$, its data differ from $G_2$ by $-p\,\Delta G$, which is no larger than the difference already found. A continuous family of spectra, from a deep dip to a single peak, passes through the same error bars.

A fit to $G(\tau)$ therefore supports only those features that all acceptable spectra have in common. The members of this family share the area, the mean energy, the variance and the third central moment, but they do so by construction; how tightly the data fix these quantities is a separate question, not examined here. What the family does show is that the number of peaks is not a common feature. To claim it, one needs smaller errors or independent information, such as a known line shape, and the claim then rests on that information as well as on the fit.

## Calculated quantities

```
centre of both spectra: 2.00 eV
half splitting d: 0.20 eV; peak width s: 0.08 eV
width of single peak sigma: 0.2154 eV
beta: 40 1/eV; T: 290.1 K
number of peaks: one 1, two 2
A_one at centre: 1.8520 1/eV
A_two at centre: 0.2191 1/eV
A_two largest value on grid: 2.4932 1/eV
half width of central window: 0.10 eV
weight in window, one peak: 0.3575
weight in window, two peaks: 0.1056
integral of |A_one-A_two|: 0.6771
common variance: 0.0464 eV^2
fourth central moment, one peak: 0.006459 eV^4
fourth central moment, two peaks: 0.003259 eV^4
tau (1/eV), G_one, G_two, G_two-G_one:
  0.0  -1.0000000  -1.0000000  -2.408e-17
  1.0  -0.1385118  -0.1384935  1.827e-05
  2.0  -0.0200967  -0.0200556  4.109e-05
  4.0  -0.0004862  -0.0004722  1.401e-05
  8.0  -0.0000005  -0.0000004  1.408e-07
largest |G difference|: 4.1140e-05
tau of largest difference: 2.06 1/eV
|G_one| at that tau: 0.017925
analytic bound: 4.3074e-05 at tau 2.1026 1/eV
thermal remainder epsilon: 4.55e-14
leading estimate: 3.9073e-05
beta 20 1/eV, T 580.2 K: max diff 4.1140e-05
beta 40 1/eV, T 290.1 K: max diff 4.1140e-05
beta 160 1/eV, T 72.5 K: max diff 4.1140e-05
same pair at 4.0 eV: max diff 2.4729e-06
reduction factor on moving the pair: 16.64
all spectral energies doubled: max diff 4.1140e-05
d doubled to 0.40 eV, s kept: max diff 7.4763e-04
number of data times: 81
spacing of data times: 0.50 1/eV
error bar per point: 1.0e-04
D: 0.7958; D squared: 0.6332
simulated data sets: 20000
mean chi2, wrong one-peak spectrum: 81.59
mean chi2, true two-peak spectrum: 80.95
first data set chi2: one 74.62, two 75.53
wrong choice, simulated: 34.27 percent
wrong choice, formula: 34.54 percent
error bar for 1 percent wrong choices: 1.710e-05
simulated wrong choices there: 0.92 percent
```
